# A Permanent Dipole Displaces D, Not the Cavity's Electric Field: verification in Python

```python
"""
Result under test: in the length form of the Pauli-Fierz Hamiltonian a permanent
dipole mu0 gives the ground state the occupation (lam*mu0)^2/(2*omega), but this
is a displacement of the field D; the mean transverse electric field E is zero
and the permanent dipole adds nothing to the energy of the transverse field.

Symbols (atomic units inside, eV and angstrom in the output):
  omega, lam   mode frequency and coupling; vector potential A = lam*Q
  Q, P         mode coordinate and momentum, [Q, P] = i
  mu = -x      dipole of one electron at x and a fixed charge +1 at x = 0
  length form  H = Hm + (P + lam*mu)^2/2 + omega^2 Q^2/2
               E = -lam*(P + lam*mu),  D = -lam*P
  Coulomb form H = (p + lam*Q)^2/2 + V + P^2/2 + omega^2 Q^2/2,  E = -lam*P
  n_length     <b+b> of the length form
  n_field      (energy of the transverse mode field)/omega - 1/2
The phase of the Fock states is chosen so that P is real and Q = i*(real matrix);
both Hamiltonians are then real symmetric.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.stats import poisson

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FIELD = HARTREE / BOHR                      # atomic unit of field in V/angstrom

# ---------------- model parameters ----------------
omega_ev, vacuum_field = 1.0, 0.5           # eV, V/angstrom
softening, acceptor_x = 1.0, -2.0           # angstrom
well_depth, well_width = 30.0, 0.5          # eV, angstrom
omega = omega_ev / HARTREE
lam = vacuum_field / FIELD * np.sqrt(2 / omega)

# ---------------- molecule on a sinc grid ----------------
x = np.linspace(-8.0, 5.0, 61) / BOHR
h = x[1] - x[0]
nx = len(x)
diff = np.subtract.outer(np.arange(nx), np.arange(nx))
sign = np.where(diff % 2 == 0, 1.0, -1.0)
safe = np.where(diff == 0, 1, diff)
derivative = np.where(diff == 0, 0.0, sign / (h * safe))
kinetic = np.where(diff == 0, np.pi**2 / (6 * h**2), sign / (h * safe)**2)
potential = (-1 / np.sqrt(x**2 + (softening / BOHR)**2)
             - well_depth / HARTREE
             * np.exp(-(x - acceptor_x / BOHR)**2 / (2 * (well_width / BOHR)**2)))
h_mol = kinetic + np.diag(potential)
e_mol, v_mol = eigh(h_mol)
mu = -x
mu_k0 = v_mol.T @ (mu * v_mol[:, 0])
gaps = e_mol - e_mol[0]
mu0 = mu_k0[0]
spread = np.sqrt(np.sum(mu_k0[1:]**2))


def mode_matrices(size):
    """Photon numbers, P, and the real matrix R with Q = i*R."""
    c = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return (np.arange(size, dtype=float), np.sqrt(omega / 2) * (c + c.T),
            (c - c.T) / np.sqrt(2 * omega))


NF = 20
numbers, P, R = mode_matrices(NF)


def solve(form, coupling, dipole, count=1):
    """Lowest eigenpairs of the coupled system in the chosen form."""
    one_x, one_f = np.eye(nx), np.eye(NF)
    ham = np.kron(h_mol, one_f) + omega * np.kron(one_x, np.diag(numbers + 0.5))
    if form == "length":
        ham += coupling * np.kron(np.diag(dipole), P)
        ham += 0.5 * coupling**2 * np.kron(np.diag(dipole**2), one_f)
    else:                                   # p*Q = derivative x R, Q^2 = -R^2
        ham += coupling * np.kron(derivative, R)
        ham -= 0.5 * coupling**2 * np.kron(one_x, R @ R)
    return eigh(ham, subset_by_index=[0, count - 1])


def observe(vector, coupling, dipole):
    """Mean dipole, <P>, <b+b> and length-form field number of a state."""
    w = vector.reshape(nx, NF)
    density = np.sum(w**2, axis=1)
    p_density = np.sum(w * (w @ P), axis=1)
    n_b = np.sum(w**2, axis=0) @ numbers
    extra = coupling * dipole @ p_density + 0.5 * coupling**2 * density @ dipole**2
    return density @ dipole, p_density.sum(), n_b, n_b + extra / omega


# ---------------- full coupling, both forms ----------------
e_len, v_len = solve("length", lam, mu, 4)
e_cou, v_cou = solve("coulomb", lam, mu)
states = [observe(v_len[:, j], lam, mu) for j in range(4)]
mean_mu, mean_P, n_length, n_field = states[0]
mean_E = [-lam * (s[1] + lam * s[0]) * FIELD for s in states]
mean_D = -lam * mean_P * FIELD
_, P_cou, n_cou, _ = observe(v_cou[:, 0], lam, mu)
E_cou = -lam * P_cou * FIELD
assert max(abs(np.array(mean_E))) < 1e-7
assert abs(E_cou) < 1e-7
assert abs(mean_D - lam**2 * mean_mu * FIELD) < 1e-7 and abs(mean_D) > 0.1
assert abs(e_len[0] - e_cou[0]) * HARTREE < 1e-5
assert abs(n_field - n_cou) < 1e-5

# ---------------- constant dipole removed ----------------
e_cut, v_cut = solve("length", lam, mu - mean_mu)
_, _, n_length_cut, n_field_cut = observe(v_cut[:, 0], lam, mu - mean_mu)
n_displacement = lam**2 * mean_mu**2 / (2 * omega)
assert abs(e_cut[0] - e_len[0]) * HARTREE < 1e-7
assert abs(n_field_cut - n_field) < 1e-7
assert abs(n_length - n_length_cut - n_displacement) < 1e-7


# ---------------- second-order sums, tested at weak coupling ----------------
def second_order(coupling):
    """Field number, length number without k = 0, and energy shift."""
    s = mu_k0[1:]**2
    g = gaps[1:]
    pre = coupling**2 / (2 * omega)
    return (pre * np.sum(s * (g / (omega + g))**2),
            pre * np.sum(s * (omega / (omega + g))**2),
            0.5 * coupling**2 * np.sum(s * g / (omega + g)))


weak = lam / 20
e_weak, v_weak = solve("length", weak, mu - mu0)
_, _, n_length_weak, n_field_weak = observe(v_weak[:, 0], weak, mu - mu0)
exact_weak = (n_field_weak, n_length_weak, e_weak[0] - e_mol[0] - omega / 2)
sums_weak = second_order(weak)
for exact, estimate in zip(exact_weak, sums_weak):
    assert abs(exact / estimate - 1) < 5e-3     # next order in the coupling
sums_full = second_order(lam)

# ---------------- frozen dipole ----------------
SIZE = 32
num_f, P_f, _ = mode_matrices(SIZE)
g0 = lam * mu0


def frozen_h(g):
    return np.diag(omega * (num_f + 0.5) + 0.5 * g**2) + g * P_f


e_frozen, v_frozen = eigh(frozen_h(g0))
ground = v_frozen[:, 0]
n_frozen = ground**2 @ num_f
bilinear = g0 * ground @ P_f @ ground
self_energy = 0.5 * g0**2
n_field_frozen = n_frozen + (bilinear + self_energy) / omega
n_formula = g0**2 / (2 * omega)
assert abs(n_frozen - n_formula) < 1e-8
assert np.allclose(ground**2, poisson.pmf(np.arange(SIZE), n_formula), atol=1e-8)
assert abs(n_field_frozen) < 1e-8
assert abs(e_frozen[0] - omega / 2) < 1e-9
assert abs(bilinear + g0**2) < 1e-8


# ---------------- removal of the dipole in time ----------------
def remove_dipole(omega_tau, steps=1000):
    """Photons left and work done when mu(t) falls with a Gaussian rate."""
    t = np.linspace(-7, 7, steps + 1) * omega_tau / omega
    dt = t[1] - t[0]
    tau = omega_tau / omega
    rate = -g0 * np.exp(-t**2 / (2 * tau**2)) / (tau * np.sqrt(2 * np.pi))
    g = g0 + np.concatenate(([0.0], np.cumsum((rate[1:] + rate[:-1]) * dt / 2)))
    psi = ground.astype(complex)
    work = 0.0
    for j in range(steps):
        force = np.vdot(psi, P_f @ psi).real + g[j]     # equals -E/lam
        work += dt * rate[j] * force
        e, v = np.linalg.eigh(frozen_h(0.5 * (g[j] + g[j + 1])))
        psi = v @ (np.exp(-1j * e * dt) * (v.T @ psi))
    return np.abs(psi)**2 @ num_f, work


speeds = (0.1, 1.0, 2.0)
removal = [remove_dipole(s) for s in speeds]
for s, (photons, work) in zip(speeds, removal):
    assert abs(photons - n_formula * np.exp(-s**2)) < 1e-3   # time-step error
    assert abs(work / omega - photons) < 2e-3

# ---------------- output ----------------
print("INPUT")
print(f"mode energy: {omega_ev:.2f} eV")
print(f"vacuum rms field of the mode: {vacuum_field:.2f} V/angstrom")
print(f"coupling lambda: {lam:.5f} atomic units")
print(f"mode volume 4 pi/lambda^2: {4*np.pi/lam**2*BOHR**3:.1f} angstrom^3")
print(f"core softening: {softening:.1f} angstrom")
print(f"acceptor position: {acceptor_x:.1f} angstrom")
print(f"acceptor depth: {well_depth:.1f} eV")
print(f"acceptor width: {well_width:.1f} angstrom")
print("MOLECULE ALONE")
print(f"ground-state energy: {e_mol[0]*HARTREE:.4f} eV")
print(f"first excitation energy: {gaps[1]*HARTREE:.4f} eV")
print(f"permanent dipole: {mu0*BOHR:.4f} e angstrom")
print(f"rms dipole fluctuation: {spread*BOHR:.4f} e angstrom")
print("COUPLED GROUND STATE")
print(f"mean dipole: {mean_mu*BOHR:.4f} e angstrom")
print(f"mean D (as a field): {mean_D:.4f} V/angstrom")
print(f"|mean E|, length form: {abs(mean_E[0]):.6f} V/angstrom")
print(f"|mean E|, Coulomb form: {abs(E_cou):.6f} V/angstrom")
print(f"largest |mean E|, 4 lowest states: {max(map(abs, mean_E)):.6f} V/angstrom")
print(f"length-form number <b+b>: {n_length:.5f}")
print(f"displacement part of it: {n_displacement:.5f}")
print(f"<b+b> with mean dipole removed: {n_length_cut:.5f}")
print(f"field number, length form: {n_field:.5f}")
print(f"field number, Coulomb form: {n_cou:.5f}")
print(f"field number, mean dipole removed: {n_field_cut:.5f}")
print(f"field number, second-order sum: {sums_full[0]:.5f}")
print(f"<b+b> without k=0, second-order sum: {sums_full[1]:.5f}")
shift = (e_len[0] - e_mol[0] - omega / 2) * HARTREE
print(f"energy shift, exact: {shift:.5f} eV")
print(f"energy shift, second-order sum: {sums_full[2]*HARTREE:.5f} eV")
print("WEAK COUPLING (lambda/20), exact / second-order sum")
for label, a, b in zip(("field number", "<b+b> without k=0", "energy shift"),
                       exact_weak, sums_weak):
    print(f"ratio for {label}: {a/b:.5f}")
print("FROZEN DIPOLE")
print(f"<b+b>: {n_frozen:.5f}")
print(f"probability of zero b quanta: {ground[0]**2:.4f}")
print(f"field number: {abs(n_field_frozen):.6f}")
print(f"energy of b quanta: {omega*n_frozen*HARTREE:.4f} eV")
print(f"bilinear energy: {bilinear*HARTREE:.4f} eV")
print(f"dipole self-energy: {self_energy*HARTREE:.4f} eV")
print(f"total ground energy of the mode: {e_frozen[0]*HARTREE:.4f} eV")
print("DIPOLE REMOVED IN TIME (photons left, formula, work)")
for s, (photons, work) in zip(speeds, removal):
    print(f"omega*tau = {s:.1f}: {photons:.4f}, {n_formula*np.exp(-s**2):.4f}, "
          f"{work*HARTREE:.4f} eV")
print("no test failed")
```

Output:

```
INPUT
mode energy: 1.00 eV
vacuum rms field of the mode: 0.50 V/angstrom
coupling lambda: 0.07173 atomic units
mode volume 4 pi/lambda^2: 361.9 angstrom^3
core softening: 1.0 angstrom
acceptor position: -2.0 angstrom
acceptor depth: 30.0 eV
acceptor width: 0.5 angstrom
MOLECULE ALONE
ground-state energy: -24.4758 eV
first excitation energy: 13.5493 eV
permanent dipole: 1.9257 e angstrom
rms dipole fluctuation: 0.4779 e angstrom
COUPLED GROUND STATE
mean dipole: 1.9270 e angstrom
mean D (as a field): 0.9635 V/angstrom
|mean E|, length form: 0.000000 V/angstrom
|mean E|, Coulomb form: 0.000000 V/angstrom
largest |mean E|, 4 lowest states: 0.000000 V/angstrom
length-form number <b+b>: 0.92855
displacement part of it: 0.92834
<b+b> with mean dipole removed: 0.00021
field number, length form: 0.04987
field number, Coulomb form: 0.04987
field number, mean dipole removed: 0.04987
field number, second-order sum: 0.05055
<b+b> without k=0, second-order sum: 0.00021
energy shift, exact: 0.05333 eV
energy shift, second-order sum: 0.05373 eV
WEAK COUPLING (lambda/20), exact / second-order sum
ratio for field number: 0.99996
ratio for <b+b> without k=0: 1.00000
ratio for energy shift: 0.99998
FROZEN DIPOLE
<b+b>: 0.92707
probability of zero b quanta: 0.3957
field number: 0.000000
energy of b quanta: 0.9271 eV
bilinear energy: -1.8541 eV
dipole self-energy: 0.9271 eV
total ground energy of the mode: 0.5000 eV
DIPOLE REMOVED IN TIME (photons left, formula, work)
omega*tau = 0.1: 0.9178, 0.9178, 0.9178 eV
omega*tau = 1.0: 0.3410, 0.3410, 0.3410 eV
omega*tau = 2.0: 0.0170, 0.0170, 0.0170 eV
no test failed
```
